# Exponential Decay of the Low Photon-Count Tail in a Resist Voxel: a numerical check

```python
# Result under test: for a Poisson count K of mean N and 0 < a < 1,
#   P(K < a N) decays with the rate I(a) = 1 - a + a ln a per unit of N;
#   exp(-N I) is an upper bound, and the sharp large-N form is
#   a^delta exp(-N I) / ((1 - a) sqrt(2 pi a N)).
# Symbols: m = largest integer below a N, r = m/N, delta = a N - m,
#   p_m = Poisson probability of m, S = P(K <= m) / p_m.
# Application: absorbed photons in a resist voxel, failing if K < a N.
import math
from fractions import Fraction

import mpmath as mp
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gammaln
from scipy.stats import norm


def rate(a):
    return 1 - a + a * math.log(a)


def log_pmf(k, mean):
    return -mean + k * np.log(mean) - gammaln(k + 1)


def tail_factor(m, mean):
    """Explicit sum of p_k / p_m for k = m, m-1, ..., 0."""
    total, term, k = 0.0, 1.0, m
    while k >= 0 and term > 1e-18:
        total += term
        term *= k / mean
        k -= 1
    return total


def log_tail(m, mean):
    return float(log_pmf(m, mean)) + math.log(tail_factor(m, mean))


def largest_below(x):
    return math.ceil(x) - 1


def sharp_log_tail(a, mean, m):
    delta = float(a * mean - m)
    a, mean = float(a), float(mean)
    return (delta * math.log(a) - mean * rate(a)
            - math.log((1 - a) * math.sqrt(2 * math.pi * a * mean)))


# Test: the tail routine against a full high-precision sum from k = 0
mp.mp.dps = 40
for mean, m in ((50.5, 30), (369.5, 258), (740.25, 518)):
    full = mp.fsum(mp.exp(-mp.mpf(mean)) * mp.mpf(mean)**k / mp.factorial(k)
                   for k in range(m + 1))
    assert abs(log_tail(m, mean) - float(mp.log(full))) < 1e-10

# Test: independent absorption of Poisson photons leaves a Poisson count
incident_mean, q = 40.0, 0.18
n = np.arange(0, 250)
for k in range(0, 20):
    nn = n[n >= k]
    log_binomial = (gammaln(nn + 1) - gammaln(k + 1) - gammaln(nn - k + 1)
                    + k * math.log(q) + (nn - k) * math.log(1 - q))
    mixed = np.exp(log_pmf(nn, incident_mean) + log_binomial).sum()
    assert abs(mixed / np.exp(log_pmf(k, incident_mean * q)) - 1) < 1e-10

# Test: numerical minimum of the exponential Markov bound gives -N I(a)
counts = np.arange(0, 400)
for a in (0.3, 0.7):
    mean = 50.0

    def log_markov(t):
        weights = np.exp(log_pmf(counts, mean) - t * counts)
        return t * a * mean + math.log(weights.sum())

    best = minimize_scalar(log_markov, bounds=(1e-3, 5), method="bounded",
                           options={"xatol": 1e-9})
    assert abs(best.fun + mean * rate(a)) < 1e-8
    assert abs(best.x + math.log(a)) < 1e-4

# Test: finite-N bounds, with integer and non-integer thresholds
for a in (Fraction(1, 10), Fraction(37, 100), Fraction(1, 2),
          Fraction(7, 10), Fraction(9, 10)):
    for mean in (20, 101, 1000, 20000):
        m = largest_below(a * mean)
        r = m / mean
        scaled = tail_factor(m, mean) * (1 - r)
        slack = 1e-12  # rounding of the explicit sum
        assert 1 - r / (mean * (1 - r)**2) - slack <= scaled <= 1 + slack
        upper = -mean * rate(float(a))
        lower = (upper + math.log(r) - 1 / (12 * m)
                 - 0.5 * math.log(2 * math.pi * m))
        assert lower < log_tail(m, mean) < upper

# Test: error of the sharp form falls as 1/N, for both kinds of threshold
for a, small, large in ((Fraction(7, 10), 2000, 20000),
                        (Fraction(1, 2), 2001, 20001)):
    errors = []
    for mean in (small, large):
        m = largest_below(a * mean)
        errors.append(math.expm1(log_tail(m, mean)
                                 - sharp_log_tail(a, mean, m)))
    assert abs(errors[1]) < 1e-3
    assert abs(errors[0] / errors[1] / (large / small) - 1) < 0.1

# Test: expansion of the rate about a = 1
x = sp.symbols("x", positive=True)
expansion = sp.series(x + (1 - x) * sp.log(1 - x), x, 0, 7).removeO()
for k in range(2, 7):
    assert sp.expand(expansion).coeff(x, k) == sp.Rational(1, k * (k - 1))

# Approach of the measured decay rate to I(a)
a_exact = Fraction(7, 10)
a = float(a_exact)
print(f"threshold fraction a = {a:.2f}")
print(f"rate I(a) = {rate(a):.6f}")
print(f"Gaussian rate (1-a)^2/2 = {(1 - a)**2 / 2:.6f}")
gaps = []
for mean in (100, 1000, 10000, 100000):
    measured = -log_tail(largest_below(a_exact * mean), mean) / mean
    gaps.append(measured - rate(a))
    print(f"N = {mean}: -ln(P)/N = {measured:.6f}")
assert all(g1 > g2 > 0 for g1, g2 in zip(gaps, gaps[1:]))
assert gaps[-1] < 1e-4

# Worked example: round model parameters
wavelength = 13.5e-9      # m
dose = 30.0               # mJ/cm^2
side = 10.0               # nm
thickness = 40.0          # nm
absorption = 5.0          # 1/micrometre
voxels = 1e10
photon_energy = const.h * const.c / wavelength
absorbed_fraction = -math.expm1(-absorption * thickness * 1e-3)
# 1 mJ/cm^2 = 10 J/m^2, and 1 m^2 = 1e18 nm^2
fluence_per_dose = 10.0 / photon_energy * 1e-18
mean_per_dose = fluence_per_dose * side**2 * absorbed_fraction
mean = mean_per_dose * dose
m = largest_below(a * mean)
r = m / mean
p_m = math.exp(log_pmf(m, mean))
factor = tail_factor(m, mean)
exact = math.exp(log_tail(m, mean))
low = p_m / (1 - r) * (1 - r / (mean * (1 - r)**2))
high = p_m / (1 - r)
assert low < exact < high

print(f"wavelength = {wavelength * 1e9:.1f} nm")
print(f"photon energy = {photon_energy / const.e:.2f} eV")
print(f"dose = {dose:.1f} mJ/cm^2")
print(f"voxel side = {side:.0f} nm, resist thickness = {thickness:.0f} nm")
print(f"absorption coefficient = {absorption:.1f} per micrometre")
print(f"incident photons per area = {fluence_per_dose * dose:.3f} nm^-2")
print(f"incident photons per voxel = {fluence_per_dose*dose*side**2:.1f}")
print(f"absorbed fraction = {absorbed_fraction:.4f}")
print(f"mean absorbed count N = {mean:.2f}")
print(f"threshold a N = {a * mean:.2f}")
print(f"largest failing count m = {m}, delta = {a * mean - m:.3f}")
print(f"ratio r = m/N = {r:.5f}")
print(f"exponent N I(a) = {mean * rate(a):.3f}")
print(f"largest term p_m = {p_m:.4e}")
print(f"tail factor S = {factor:.4f}, its bound 1/(1-r) = {1/(1-r):.4f}")
print(f"bounds on P from p_m: {low:.4e} to {high:.4e}")

# Dose dependence at fixed a
gauss_ratios = []
for d in (dose / 2, dose, 2 * dose):
    mu = mean_per_dose * d
    top = largest_below(a * mu)
    tail = math.exp(log_tail(top, mu))
    bound = math.exp(-mu * rate(a))
    sharp = math.exp(sharp_log_tail(a, mu, top))
    gauss = norm.cdf(-(1 - a) * math.sqrt(mu))
    gauss_ratios.append(gauss / tail)
    assert tail < bound and abs(sharp / tail - 1) < 0.15
    print(f"dose {d:.0f} mJ/cm^2: N = {mu:.2f}, exact P = {tail:.3e}")
    print(f"  exp(-N I) = {bound:.3e}, bound/exact = {bound / tail:.2f}")
    print(f"  sharp form = {sharp:.3e}, sharp/exact = {sharp / tail:.4f}")
    print(f"  Gaussian = {gauss:.3e}, Gaussian/exact = {gauss / tail:.2f}")
    print(f"  expected failures in {voxels:.0e} voxels = {voxels*tail:.3g}")
assert 1 < gauss_ratios[0] < gauss_ratios[1] < gauss_ratios[2]

# Ten per cent more dose: threshold count kept, or threshold fraction kept
mean_up = 1.1 * mean
tail_same_count = math.exp(log_tail(m, mean_up))
tail_same_fraction = math.exp(log_tail(largest_below(a * mean_up), mean_up))
assert tail_same_count < tail_same_fraction < exact
print(f"dose {1.1 * dose:.0f} mJ/cm^2, fixed a: P = {tail_same_fraction:.3e}")
print(f"dose {1.1 * dose:.0f} mJ/cm^2, fixed count: a = {a / 1.1:.4f}, "
      f"P = {tail_same_count:.3e}")

# Dose that keeps P at or below a target for every larger dose, fixed a.
# Between jumps of the integer threshold P falls with N, so each tooth is
# highest at its left end N = k/a; the bound covers all N above mean_bound.
target = 1e-12
mean_bound = math.log(1 / target) / rate(a)
k = math.ceil(a * mean_bound)
while log_tail(k, k / a) <= math.log(target):
    k -= 1
mean_safe = brentq(lambda mu: log_tail(k, mu) - math.log(target),
                   k / a, (k + 1) / a)
for mu in np.linspace(mean_safe + 1e-6, 1.5 * mean_bound, 3000):
    assert log_tail(largest_below(a * mu), mu) <= math.log(target)
assert mean_safe < mean_bound
print(f"target probability = {target:.0e}")
print(f"from the bound: N = {mean_bound:.1f}, "
      f"dose = {mean_bound / mean_per_dose:.2f} mJ/cm^2")
print(f"from the exact tail: N = {mean_safe:.1f}, "
      f"dose = {mean_safe / mean_per_dose:.2f} mJ/cm^2")
print("success")
```

Running it gives:

```
threshold fraction a = 0.70
rate I(a) = 0.050328
Gaussian rate (1-a)^2/2 = 0.045000
N = 100: -ln(P)/N = 0.073219
N = 1000: -ln(P)/N = 0.053686
N = 10000: -ln(P)/N = 0.050777
N = 100000: -ln(P)/N = 0.050384
wavelength = 13.5 nm
photon energy = 91.84 eV
dose = 30.0 mJ/cm^2
voxel side = 10 nm, resist thickness = 40 nm
absorption coefficient = 5.0 per micrometre
incident photons per area = 20.388 nm^-2
incident photons per voxel = 2038.8
absorbed fraction = 0.1813
mean absorbed count N = 369.57
threshold a N = 258.70
largest failing count m = 258, delta = 0.702
ratio r = m/N = 0.69810
exponent N I(a) = 18.600
largest term p_m = 1.6142e-10
tail factor S = 3.2486, its bound 1/(1-r) = 3.3123
bounds on P from p_m: 5.2359e-10 to 5.3468e-10
dose 15 mJ/cm^2: N = 184.79, exact P = 9.036e-06
  exp(-N I) = 9.143e-05, bound/exact = 10.12
  sharp form = 9.432e-06, sharp/exact = 1.0438
  Gaussian = 2.270e-05, Gaussian/exact = 2.51
  expected failures in 1e+10 voxels = 9.04e+04
dose 30 mJ/cm^2: N = 369.57, exact P = 5.244e-10
  exp(-N I) = 8.360e-09, bound/exact = 15.94
  sharp form = 5.380e-10, sharp/exact = 1.0260
  Gaussian = 4.028e-09, Gaussian/exact = 7.68
  expected failures in 1e+10 voxels = 5.24
dose 60 mJ/cm^2: N = 739.15, exact P = 3.495e-18
  exp(-N I) = 6.989e-17, bound/exact = 20.00
  sharp form = 3.537e-18, sharp/exact = 1.0120
  Gaussian = 1.729e-16, Gaussian/exact = 49.47
  expected failures in 1e+10 voxels = 3.49e-08
dose 33 mJ/cm^2, fixed a: P = 8.179e-11
dose 33 mJ/cm^2, fixed count: a = 0.6364, P = 1.859e-15
target probability = 1e-12
from the bound: N = 549.0, dose = 44.57 mJ/cm^2
from the exact tail: N = 495.8, dose = 40.25 mJ/cm^2
success
```
